# The Friedel Sum Rule and the Conductance of a Single-Atom Bridge, part 1

(Sections cited here and not found follow in the second part.)

## From the scattering phase to the displaced charge

A model of a one-atom silver bridge between two electrodes has a conductance of $0.515$ in units of $2e^2/h$ when the atomic level lies $1$ eV above the Fermi energy. It has the same conductance when the level lies $1$ eV below. Yet the bridge adds $0.54$ electrons to the system in the first case and $1.46$ in the second. The two charges lie equally far from one electron, on opposite sides. This suggests that the conductance is fixed by the added charge, through a function symmetric about one electron. The link between them is a scattering phase.

**The model.** Each electrode is a semi-infinite chain with one orbital per site. The orbitals are $|l_j\rangle$ on the left and $|r_j\rangle$ on the right, where $j=1,2,\dots$ counts sites outward from the bridge atom $|a\rangle$. For each spin the Hamiltonian is

$$
\begin{aligned}
H={}&-t\sum_{j\ge1}\big(|l_{j+1}\rangle\langle l_j|+|r_{j+1}\rangle\langle r_j|+\text{h.c.}\big)+\varepsilon|a\rangle\langle a|\\
&-\big(V_L|a\rangle\langle l_1|+V_R|a\rangle\langle r_1|+\text{h.c.}\big).
\end{aligned}\tag{1}
$$

The hoppings $t,V_L,V_R$ are real and positive, and the lead orbitals have energy zero. The level $\varepsilon$ includes any static mean field on the atom. Electrons are otherwise independent, the two spins are equivalent, and the leads are identical. No hopping passes directly from one lead to the other. Energies are in eV, and distance along a chain is counted in sites.

A wave $e^{\pm ikj}$ in a lead has energy

$$E=-2t\cos k,\qquad 0<k<\pi, \tag{2}$$

because $-t(e^{ik}+e^{-ik})=-2t\cos k$. Since $dE/dk=2t\sin k>0$, the wave $e^{ikj}$ travels away from the atom and $e^{-ikj}$ travels towards it.

**One channel meets the atom.** Let $V^2=V_L^2+V_R^2$, and at every $j$ define

$$|e_j\rangle=\frac{V_L|l_j\rangle+V_R|r_j\rangle}{V},\qquad
|o_j\rangle=\frac{V_R|l_j\rangle-V_L|r_j\rangle}{V}. \tag{3}$$

Both have unit norm, and their overlap is $(V_LV_R-V_RV_L)/V^2=0$. The same rotation is applied at every site, and both leads have the same hopping. The lead part of $H$ therefore becomes two chains of the original form, one built from the $|e_j\rangle$ and one from the $|o_j\rangle$. The coupling contains the combination $V_L|l_1\rangle+V_R|r_1\rangle=V|e_1\rangle$. The atom is thus attached to the even chain with hopping $-V$, while the odd chain does not meet it. The names even and odd describe mirror symmetry when $V_L=V_R$; for unequal couplings they are labels.

**The phase.** Let $\psi_j$ be the amplitude on $|e_j\rangle$ and $b$ the amplitude on the atom. The Schrödinger equation reads

$$
\begin{aligned}
E\psi_j&=-t\psi_{j+1}-t\psi_{j-1}\quad(j\ge2),\\
E\psi_1&=-t\psi_2-Vb,\\
Eb&=\varepsilon b-V\psi_1.
\end{aligned}\tag{4}
$$

Up to a constant factor, the real solution of the first line is

$$\psi_j=\sin(kj+\delta), \tag{5}$$

since $\sin(\theta+k)+\sin(\theta-k)=2\cos k\sin\theta$. This identity also holds at $j=1$ if the formula is continued to $\psi_0=\sin\delta$, which gives $E\psi_1=-t\psi_2-t\sin\delta$. Comparison with the second line of (4) yields

$$b=\frac{t\sin\delta}{V}. \tag{6}$$

The third line of (4) is $(E-\varepsilon)b=-V\psi_1$. With (6) it becomes

$$(E-\varepsilon)\frac{t\sin\delta}{V}=-V(\sin k\cos\delta+\cos k\sin\delta). \tag{7}$$

Here $\sin\delta$ cannot vanish. If it did, (6) would give $b=0$ and the atom's equation would demand $\psi_1=0$, whereas (5) would give $\psi_1=\pm\sin k\ne0$. Dividing (7) by $-V\sin k\sin\delta$ and isolating the cotangent gives

$$\cot\delta=\frac{(\varepsilon-E)t}{V^2\sin k}-\frac{\cos k}{\sin k}. \tag{8}$$

Now define

$$\frac{\Gamma}{2}=\frac{V^2\sin k}{t},\qquad
\Lambda=-\frac{V^2\cos k}{t}=\frac{V^2E}{2t^2}. \tag{9}$$

The second form of $\Lambda$ follows from (2). The first term in (8) is $(\varepsilon-E)/(\Gamma/2)$ and the second is $\Lambda/(\Gamma/2)$, so

$$\cot\delta=\frac{\varepsilon+\Lambda-E}{\Gamma/2},\qquad 0<\delta<\pi. \tag{10}$$

The stated interval selects a phase that varies continuously across the band. Using $\sin^2\delta=1/(1+\cot^2\delta)$,

$$\sin^2\delta=\frac{(\Gamma/2)^2}{(E-\varepsilon-\Lambda)^2+(\Gamma/2)^2}. \tag{11}$$

If the condition $E=\varepsilon+\Lambda$ is met inside the band, $\sin^2\delta$ reaches one there. For weak coupling and a level well inside the band, the level appears as a resonance shifted by $\Lambda$, with a full width at half maximum close to $\Gamma$. For stronger coupling the energy dependence of $\Lambda$ and $\Gamma$ changes that width and can remove the peak: for $\varepsilon=0$ and $V^2=2t^2$, $\Lambda=E$ and $\sin^2\delta=1$ across the whole band. No wide-band approximation has been made. Without the atom, the second line of (4) has no $Vb$ term. That requires $\psi_0=0$, so the reference wave is $\sin kj$ and its phase is zero.

**Counting levels in a box.** To turn the phase into a number of electrons, end each lead with a wall, so that the even wave vanishes at $j=M+1$. Equation (5) then requires

$$F(k)\equiv k(M+1)+\delta(k)=n\pi, \tag{12}$$

with integer $n$. I claim that the number of even-chain levels at or below an energy $E$ inside the band is

$$n(E)=\left\lfloor\frac{k(M+1)+\delta(k)}{\pi}\right\rfloor, \tag{13}$$

where $\lfloor x\rfloor$ is the largest integer not above $x$. The delicate point is the bottom of the band, where a bound state may have split off.

As $k\to0$, the width $\Gamma$ vanishes while the numerator of (10) tends to

$$X_0=\varepsilon+2t-\frac{V^2}{t}. \tag{14}$$

Take $X_0\neq0$, and likewise exclude a level sitting exactly at the upper threshold. The phase is the polar angle of the point $(\varepsilon+\Lambda-E,\Gamma/2)$. This point moves smoothly with $k$ and does not pass through the origin, so $d\delta/dk$ is bounded. For large enough $M$, $F$ therefore increases with $k$.

If $X_0>0$, then $\delta\to0$ at the band bottom and $F$ starts from zero. Each positive integer $n$ up to $F(k)/\pi$ gives one level, which is (13).

If $X_0<0$, then $\delta\to\pi$ and $F$ starts from $\pi$. The solution $n=1$ would sit at $k=0$, where (5) vanishes at every site, so it is not a state. The band has lost one level. To find it, look below the band with $E=-2t\cosh q$, $q>0$, and $\psi_j=\sinh[q(M+1-j)]$, which vanishes at the wall. The argument that led to (6) now gives $b=t\psi_0/V$, and the atom's equation becomes

$$\varepsilon+2t\cosh q-\frac{V^2}{t}\,\frac{\sinh(qM)}{\sinh[q(M+1)]}=0. \tag{15}$$

The term $2t\cosh q$ grows with $q$. The ratio of hyperbolic sines falls, because its logarithmic derivative is

$$M\coth(qM)-(M+1)\coth[q(M+1)]<0. \tag{16}$$

The inequality holds because $y\coth y$ increases for $y>0$: its derivative is $(\sinh y\cosh y-y)/\sinh^2y$, and $\sinh y\cosh y=\tfrac12\sinh2y>y$. The left side of (15) thus rises steadily to infinity. At $q\to0$ it equals $\varepsilon+2t-(V^2/t)M/(M+1)$, which has the sign of $X_0$ for large $M$. There is one bound state below the band if $X_0<0$ and none if $X_0>0$. The bound state replaces the lost $n=1$ level, and (13) holds in both cases.

Direct diagonalization tested this count with $t=2$ eV and the three sets $(\varepsilon,V,E)=(0.6,1.2,0.4)$, $(-4.4,1.6,-1.0)$ and $(5.0,2.6,1.4)$ eV, for every $M$ from 200 to 229. All 90 integers agreed with (13). The second set has a bound state below the band.

**The Friedel sum rule.** Remove the atom and its coupling. The even chain then has $\lfloor k(M+1)/\pi\rfloor$ levels up to $E$, and the odd chain is unchanged. With $x=k(M+1)/\pi$, the number of added levels per spin is

$$\Delta n=\lfloor x+\delta/\pi\rfloor-\lfloor x\rfloor. \tag{17}$$

Since $0<\delta/\pi<1$, this is either 0 or 1. It is 1 when the fractional part of $x$ is at least $1-\delta/\pi$. Let the Fermi energy be smeared over many level spacings, but over a range in which $\delta$ hardly changes. The fractional part of $x$ is then spread evenly between 0 and 1, and the average of $\Delta n$ is $\delta/\pi$. For long leads the smearing can be made as narrow as desired. With two spins,

$$N=\frac{2}{\pi}\,\delta(E_F). \tag{18}$$

This is the Friedel sum rule for the model. The electrodes hold $E_F$ fixed and supply the added electrons. The reference system contains no atom, so $N$ includes the electrons on the atom itself. Physically, a phase of $\pi$ moves the standing-wave pattern by half a wavelength, which makes room for one more level per spin below the Fermi energy.

**The example.** Take $t=2$ eV, $V_L=1.2$ eV, $V_R=0.9$ eV and $E_F=0$, the middle of the band. Then $k=\pi/2$, $\Lambda=0$, $V^2=1.44+0.81=2.25$ eV², and $\Gamma/2=2.25/2=1.125$ eV. For a level at $\varepsilon=0.3$ eV,

$$
\begin{aligned}
\cot\delta&=\frac{0.3}{1.125}=0.267,\qquad \delta=1.310,\\
N&=\frac{2(1.310)}{\pi}=0.834.
\end{aligned}\tag{19}
$$

The charge was also counted without using the rotation (3). The full chain with 1500 sites in each lead was diagonalized, its levels were filled with a Fermi function of thermal energy $0.015$ eV, and the filling of the separate leads was subtracted. The result is again $0.834$. For $\varepsilon=-1$, $0$, $1$ and $2$ eV, with the couplings held fixed, the same count gives $1.4625$, $1.0000$, $0.5375$ and $0.3262$. All five agree with (18) within $5\times10^{-4}$ electrons.

**Displaced charge is not atomic population.** The added electrons need not all sit on the atom. For a long chain the norm of (5) is $\sum_j\sin^2(kj+\delta)\simeq M/2$, so by (6) the weight of one level on the atom is $(2/M)t^2\sin^2\delta/V^2$. The levels have density $M/(\pi\,dE/dk)=M/(2\pi t\sin k)$. The product is the atom's density of states per spin,

$$\rho_a(E)=\frac{t\sin^2\delta}{\pi V^2\sin k}=\frac{\sin^2\delta}{\pi\,\Gamma/2}. \tag{20}$$

The density of all displaced states is $(1/\pi)d\delta/dE$. Write $X=\varepsilon+\Lambda-E$ and $W=\Gamma/2$, and let primes denote $d/dE$. Differentiating $\cot\delta=X/W$ gives $-\delta'/\sin^2\delta=(X'W-XW')/W^2$. With $X'=\Lambda'-1$,

$$\frac{\delta'}{\pi}=\frac{\sin^2\delta}{\pi W}\left[1-\Lambda'+\frac{XW'}{W}\right]. \tag{21}$$

This reduces to $\rho_a$ if $\Lambda$ and $\Gamma$ do not vary with energy. In a finite band they do vary, and the leads can gain or lose charge. With $E_F$ at mid-band, their net change is zero for $\varepsilon=0$, by electron-hole symmetry. In the example, integrating $2\rho_a$ up to $E_F$ gives $0.800$ electrons on the atom. The remaining $0.834-0.800=0.034$ electrons are a net change on lead sites. It is the total, $0.834$, that determines the phase.

## From the displaced charge to the conductance

The first half treated an atom of level $\varepsilon$ joined to two identical chains by hoppings $-V_L$ and $-V_R$, with $V^2=V_L^2+V_R^2$ and lead energy $E=-2t\cos k$. The atom meets the even channel of (3); the odd channel passes it by. The even wave is $\sin(kj+\delta)$, with $\delta$ given by (10) and width $\Gamma$ by (9). The total number of added electrons of both spins is $N=2\delta(E_F)/\pi$. The example has $t=2$, $V_L=1.2$, $V_R=0.9$, $\varepsilon=0.3$ and $E_F=0$, all in eV.

**Transmission.** Multiplying the even standing wave by $-2ie^{i\delta}$ separates its incoming and outgoing parts:

$$-2ie^{i\delta}\sin(kj+\delta)=e^{-ikj}-e^{2i\delta}e^{ikj}. \tag{22}$$

An incoming even wave of unit amplitude therefore returns with amplitude $-e^{2i\delta}$. The odd wave has zero phase and returns with amplitude $-1$.

Send in a wave of unit amplitude from the left lead. By (3), its even and odd incoming amplitudes are $V_L/V$ and $V_R/V$. The outgoing ones are

$$c_e=-e^{2i\delta}\frac{V_L}{V},\qquad c_o=-\frac{V_R}{V}. \tag{23}$$

Also by (3), the overlaps of $|r_j\rangle$ with $|e_j\rangle$ and $|o_j\rangle$ are $V_R/V$ and $-V_L/V$. The amplitude leaving through the right lead is

$$s=\frac{V_Rc_e-V_Lc_o}{V}=-\frac{V_LV_R}{V^2}\left(e^{2i\delta}-1\right). \tag{24}$$

Since $e^{2i\delta}-1=2ie^{i\delta}\sin\delta$, the transmission probability is

$$\mathcal T(E)=|s|^2=A\sin^2\delta(E),\qquad
A=\frac{4V_L^2V_R^2}{(V_L^2+V_R^2)^2}. \tag{25}$$

The leads are identical, so the incoming and outgoing waves have equal speed and no velocity factor is needed. Probability is conserved: the amplitude returning to the left is $-(V_L^2e^{2i\delta}+V_R^2)/V^2$, whose squared modulus is

$$\frac{V_L^4+V_R^4+2V_L^2V_R^2\cos2\delta}{V^4}
=1-\frac{4V_L^2V_R^2\sin^2\delta}{V^4}=1-\mathcal T. \tag{26}$$

Here $\cos2\delta=1-2\sin^2\delta$ was used.

The factor $A$ cannot exceed one, because $V^4-4V_L^2V_R^2=(V_L^2-V_R^2)^2\ge0$. It equals one for equal couplings. Part of the incoming wave always lies in the odd channel and is reflected without meeting the atom. On resonance, where $e^{2i\delta}=-1$, the even and odd waves return to the left lead with amplitudes $V_L^2/V^2$ and $-V_R^2/V^2$. They cancel only if the couplings are equal.

The scattering phase at the Fermi energy is now tied to the added charge by $N=2\delta(E_F)/\pi$, and the transmission probability is $A\sin^2\delta$. It remains to turn this transmission into a current and a conductance, and to see when the charge no longer fixes the result.

Numerical values quoted here were computed with a short program.
